# The g values and orbital reduction factor of tetragonal d⁹ copper(II): test program

```python
"""g values of a tetragonal d9 ion with the hole in x2-y2.

Result under test (first order in lam/gap):
    g_par = ge - 8 lam/gap_xy,   g_perp = ge - 2 lam/gap_xz
lam = -zeta : spin-orbit constant of the 2D term (zeta: one-electron constant)
gap_xy, gap_xz : hole energies of xy and of (xz, yz) above x2-y2, in cm^-1
k_par, k_perp : orbital reduction factors multiplying L_z and (L_x, L_y)
ge : free-electron g factor (positive).  Orbital order: x2-y2, z2, xy, xz, yz
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.optimize import fsolve

ge = abs(physical_constants["electron g factor"][0])

# Angular momentum for l = 2 from ladder operators, then real orbitals
m_values = np.arange(2, -3, -1)
raising = np.zeros((5, 5), complex)
for col in range(1, 5):
    m = m_values[col]
    raising[col - 1, col] = np.sqrt(6 - m * (m + 1))
lowering = raising.conj().T
L_complex = [(raising + lowering) / 2, (raising - lowering) / 2j,
             np.diag(m_values).astype(complex)]
r = 1 / np.sqrt(2)
real_orbitals = np.array([[r, 0, 0, 0, r],
                          [0, 0, 1, 0, 0],
                          [-1j * r, 0, 0, 0, 1j * r],
                          [0, -r, 0, r, 0],
                          [0, 1j * r, 0, 1j * r, 0]]).T
L = [real_orbitals.conj().T @ op @ real_orbitals for op in L_complex]
S = [np.array([[0, 1], [1, 0]], complex) / 2,
     np.array([[0, -1j], [1j, 0]]) / 2,
     np.array([[1, 0], [0, -1]], complex) / 2]

# Test: matrices agree with differentiation of the orbital polynomials
x, y, z = sp.symbols("x y z", real=True)
polys = [(x**2 - y**2) / 2, (2*z**2 - x**2 - y**2) / (2 * sp.sqrt(3)),
         x * y, x * z, y * z]
rotations = [lambda f: -sp.I * (y * sp.diff(f, z) - z * sp.diff(f, y)),
             lambda f: -sp.I * (z * sp.diff(f, x) - x * sp.diff(f, z)),
             lambda f: -sp.I * (x * sp.diff(f, y) - y * sp.diff(f, x))]
points = np.random.default_rng(1).normal(size=(6, 3))
for axis in range(3):
    for n in range(5):
        derivative = rotations[axis](polys[n])
        for point in points:
            place = dict(zip((x, y, z), map(float, point)))
            direct = complex(derivative.subs(place))
            values = np.array([float(p.subs(place)) for p in polys])
            assert abs(direct - values @ L[axis][:, n]) < 1e-10


def spin_orbit(orbital_ops):
    return sum(np.kron(a, b) for a, b in zip(orbital_ops, S))


def zeeman(orbital_ops):
    size = orbital_ops[0].shape[0]
    return [np.kron(a, np.eye(2)) + ge * np.kron(np.eye(size), b)
            for a, b in zip(orbital_ops, S)]


def doublet_g(hamiltonian, moments):
    """g along x, y, z from the moment matrices in the lowest doublet."""
    vectors = np.linalg.eigh(hamiltonian)[1][:, :2]
    blocks = [vectors.conj().T @ mom @ vectors for mom in moments]
    return np.array([np.sqrt(2 * np.trace(b @ b).real) for b in blocks])


def hole_hamiltonian(lam, gaps, orbital_ops):
    return np.kron(np.diag(gaps), np.eye(2)) + lam * spin_orbit(orbital_ops)


def g_full(lam, gaps, k_par=1.0, k_perp=1.0):
    ops = [k_perp * L[0], k_perp * L[1], k_par * L[2]]
    return doublet_g(hole_hamiltonian(lam, gaps, ops), zeeman(ops))


def slope(g_function, step=40.0):
    """Derivative of g with respect to lam at lam = 0."""
    return (g_function(step) - g_function(-step)) / (2 * step)


# Round model parameters, energies in cm^-1
zeta, gap_xy, gap_xz, gap_z2 = 800.0, 15000.0, 18000.0, 12000.0
g_par_in, g_perp_in, g_error = 2.25, 2.05, 0.005
gaps = np.array([0.0, gap_z2, gap_xy, gap_xz, gap_xz])


# Test: explicit nine-electron determinants against the one-hole model
def nine_electron(one_body):
    full = (1 << 10) - 1
    states = [full ^ (1 << j) for j in range(10)]
    matrix = np.zeros((10, 10), complex)
    for col, state in enumerate(states):
        for q in range(10):
            if not state >> q & 1:
                continue
            removed = state ^ (1 << q)
            sign_q = (-1) ** bin(state & ((1 << q) - 1)).count("1")
            for p in range(10):
                if removed >> p & 1:
                    continue
                sign_p = (-1) ** bin(removed & ((1 << p) - 1)).count("1")
                row = states.index(removed | (1 << p))
                matrix[row, col] += sign_q * sign_p * one_body[p, q]
    return matrix


electron_h = np.kron(np.diag(-gaps), np.eye(2)) + zeta * spin_orbit(L)
many_h = nine_electron(electron_h)
many_moments = [nine_electron(op) for op in zeeman(L)]
many_levels = np.linalg.eigvalsh(many_h)
hole_h = hole_hamiltonian(-zeta, gaps, L)
hole_levels = np.linalg.eigvalsh(hole_h)
assert np.allclose(many_levels - many_levels[0],
                   hole_levels - hole_levels[0], atol=1e-6)
g_many = doublet_g(many_h, many_moments)
g_ionic_full = g_full(-zeta, gaps)
assert np.allclose(g_many, g_ionic_full, atol=1e-9)

# Test: g from the doublet equals the level splitting in a small field
field = 1.0  # Bohr magneton times field, cm^-1
for axis in range(3):
    levels = np.linalg.eigvalsh(hole_h + field * zeeman(L)[axis])
    assert abs((levels[1] - levels[0]) / field - g_ionic_full[axis]) < 1e-5

# Test: first-order coefficients, with two different gaps
slopes = slope(lambda lam: g_full(lam, gaps))
assert np.allclose(slopes, [-2 / gap_xz, -2 / gap_xz, -8 / gap_xy], rtol=1e-3)


# Test: the part of g even in lam scales as lam squared
def even_part(lam):
    return (g_full(lam, gaps) + g_full(-lam, gaps)) / 2 - ge


even_ratio = even_part(100.0) / even_part(50.0)
assert np.allclose(even_ratio, 4, atol=0.05)

# Test: a hole in z2 has another pattern
gaps_z2 = np.array([gap_z2, 0.0, gap_xy, gap_xz, gap_xz])
slopes_z2 = slope(lambda lam: g_full(lam, gaps_z2))
assert abs(slopes_z2[2] * gap_xz) < 1e-3
assert np.allclose(slopes_z2[:2], -6 / gap_xz, rtol=1e-3)

# Test: covalent model, d orbitals mixed with ligand orbitals without L
weight_ground, weight_xy, weight_xz, bonding_gap = 0.80, 0.90, 0.95, 60000.0
weights = np.array([weight_ground, 0.85, weight_xy, weight_xz, weight_xz])
d_part = np.hstack([np.diag(np.sqrt(weights)), np.diag(np.sqrt(1 - weights))])
L_mo = [d_part.T @ op @ d_part for op in L]
gaps_mo = np.concatenate([gaps, np.full(5, bonding_gap)])
slopes_mo = slope(lambda lam: doublet_g(
    hole_hamiltonian(lam, gaps_mo, L_mo), zeeman(L_mo)))
k2_simple = weight_ground * np.array([weight_xy, weight_xz])
k2_bonding = weight_ground * np.array([(1 - weight_xy) * gap_xy,
                                      (1 - weight_xz) * gap_xz]) / bonding_gap
k2_from_slopes = np.array([-slopes_mo[2] * gap_xy / 8,
                           -slopes_mo[0] * gap_xz / 2])
assert np.allclose(k2_from_slopes, k2_simple + k2_bonding, rtol=1e-3)


# Worked example: reduction factors from the first-order formulas
def reduction(g_par, g_perp, g_free=ge):
    return np.sqrt([(g_par - g_free) * gap_xy / (8 * zeta),
                    (g_perp - g_free) * gap_xz / (2 * zeta)])


g_ionic = np.array([ge + 8 * zeta / gap_xy, ge + 2 * zeta / gap_xz])
k_first = reduction(g_par_in, g_perp_in)
k_single = np.sqrt((k_first[0]**2 + 2 * k_first[1]**2) / 3)
g_single = ge + k_single**2 * np.array([8 * zeta / gap_xy, 2 * zeta / gap_xz])
k_with_two = reduction(g_par_in, g_perp_in, 2.0)
k_low = reduction(g_par_in - g_error, g_perp_in - g_error)
k_high = reduction(g_par_in + g_error, g_perp_in + g_error)
g_back = g_full(-zeta, gaps, *k_first)


def mismatch(k):
    g = g_full(-zeta, gaps, k[0], k[1])
    return [g[2] - g_par_in, g[0] - g_perp_in]


k_full, _, status, _ = fsolve(mismatch, k_first, full_output=True)
assert status == 1 and np.max(np.abs(mismatch(k_full))) < 1e-8
assert np.all(k_full > 0) and np.all(k_full < 1)
# Neglected terms are of relative size zeta/gap times a small integer
assert np.all(np.abs(k_full / k_first - 1) < 0.2)


def show(label, value, digits=4, unit="(no unit)"):
    print(f"{label}: {value:.{digits}f} {unit}")


show("free-electron g", ge, 6)
show("zeta", zeta, 0, "cm^-1")
show("lambda", -zeta, 0, "cm^-1")
show("gap to xy", gap_xy, 0, "cm^-1")
show("gap to xz,yz", gap_xz, 0, "cm^-1")
show("gap to z2 (full Hamiltonian only)", gap_z2, 0, "cm^-1")
show("input g_par", g_par_in, 3)
show("input g_perp", g_perp_in, 3)
show("|<xy|Lz|x2-y2>|^2", abs(L[2][2, 0])**2, 3)
show("|<yz|Lx|x2-y2>|^2", abs(L[0][4, 0])**2, 3)
show("-slope_par * gap_xy, diagonalization", -slopes[2] * gap_xy)
show("-slope_perp * gap_xz, diagonalization", -slopes[0] * gap_xz)
show("z2 hole: -slope_perp * gap_xz", -slopes_z2[0] * gap_xz)
show("even part ratio on doubling lambda, par", even_ratio[2], 3)
show("even part ratio on doubling lambda, perp", even_ratio[0], 3)
show("g_par, k=1, first order", g_ionic[0])
show("g_perp, k=1, first order", g_ionic[1])
show("g_par, k=1, full", g_ionic_full[2])
show("g_perp, k=1, full", g_ionic_full[0])
show("shift g_par - ge", g_par_in - ge)
show("shift g_perp - ge", g_perp_in - ge)
show("k_par^2, first order", k_first[0]**2)
show("k_perp^2, first order", k_first[1]**2)
show("k_par, first order", k_first[0], 3)
show("k_perp, first order", k_first[1], 3)
show("single k", k_single, 3)
show("g_par from single k", g_single[0])
show("g_perp from single k", g_single[1])
show("k_par if ge is replaced by 2", k_with_two[0], 3)
show("k_perp if ge is replaced by 2", k_with_two[1], 3)
show("assumed error of g", g_error, 3)
show("k_par, lower end", k_low[0], 3)
show("k_par, upper end", k_high[0], 3)
show("k_perp, lower end", k_low[1], 3)
show("k_perp, upper end", k_high[1], 3)
show("full g_par with first-order k", g_back[2])
show("full g_perp with first-order k", g_back[0])
show("k_par, full Hamiltonian", k_full[0], 3)
show("k_perp, full Hamiltonian", k_full[1], 3)
show("covalent model: d weight x2-y2", weight_ground, 2)
show("covalent model: d weight xy", weight_xy, 2)
show("covalent model: d weight xz,yz", weight_xz, 2)
show("covalent model: bonding gap W", bonding_gap, 0, "cm^-1")
show("covalent k_par^2, antibonding only", k2_simple[0])
show("covalent k_par^2, bonding term", k2_bonding[0])
show("covalent k_par^2, diagonalization", k2_from_slopes[0])
show("covalent k_perp^2, antibonding only", k2_simple[1])
show("covalent k_perp^2, bonding term", k2_bonding[1])
show("covalent k_perp^2, diagonalization", k2_from_slopes[1])
print("all assertions hold")
```

Printed output:

```
free-electron g: 2.002319 (no unit)
zeta: 800 cm^-1
lambda: -800 cm^-1
gap to xy: 15000 cm^-1
gap to xz,yz: 18000 cm^-1
gap to z2 (full Hamiltonian only): 12000 cm^-1
input g_par: 2.250 (no unit)
input g_perp: 2.050 (no unit)
|<xy|Lz|x2-y2>|^2: 4.000 (no unit)
|<yz|Lx|x2-y2>|^2: 1.000 (no unit)
-slope_par * gap_xy, diagonalization: 7.9999 (no unit)
-slope_perp * gap_xz, diagonalization: 2.0000 (no unit)
z2 hole: -slope_perp * gap_xz: 5.9999 (no unit)
even part ratio on doubling lambda, par: 3.999 (no unit)
even part ratio on doubling lambda, perp: 3.999 (no unit)
g_par, k=1, first order: 2.4290 (no unit)
g_perp, k=1, first order: 2.0912 (no unit)
g_par, k=1, full: 2.4112 (no unit)
g_perp, k=1, full: 2.0797 (no unit)
shift g_par - ge: 0.2477 (no unit)
shift g_perp - ge: 0.0477 (no unit)
k_par^2, first order: 0.5805 (no unit)
k_perp^2, first order: 0.5364 (no unit)
k_par, first order: 0.762 (no unit)
k_perp, first order: 0.732 (no unit)
single k: 0.742 (no unit)
g_par from single k: 2.2375 (no unit)
g_perp from single k: 2.0513 (no unit)
k_par if ge is replaced by 2: 0.765 (no unit)
k_perp if ge is replaced by 2: 0.750 (no unit)
assumed error of g: 0.005 (no unit)
k_par, lower end: 0.754 (no unit)
k_par, upper end: 0.770 (no unit)
k_perp, lower end: 0.693 (no unit)
k_perp, upper end: 0.770 (no unit)
full g_par with first-order k: 2.2424 (no unit)
full g_perp with first-order k: 2.0432 (no unit)
k_par, full Hamiltonian: 0.775 (no unit)
k_perp, full Hamiltonian: 0.785 (no unit)
covalent model: d weight x2-y2: 0.80 (no unit)
covalent model: d weight xy: 0.90 (no unit)
covalent model: d weight xz,yz: 0.95 (no unit)
covalent model: bonding gap W: 60000 cm^-1
covalent k_par^2, antibonding only: 0.7200 (no unit)
covalent k_par^2, bonding term: 0.0200 (no unit)
covalent k_par^2, diagonalization: 0.7400 (no unit)
covalent k_perp^2, antibonding only: 0.7600 (no unit)
covalent k_perp^2, bonding term: 0.0120 (no unit)
covalent k_perp^2, diagonalization: 0.7720 (no unit)
all assertions hold
```
